# Specific mass shift of the helium-4 ionization energy

## The problem

A helium-4 atom is in its ground state. Its nucleus is a point charge $Z=2$ of finite mass, so it recoils as the electrons move. Find how this changes the ionization energy

$$I=E(\mathrm{He}^+)-E(\mathrm{He}),$$

with both ions and atoms in their ground states and at rest.

(a) Separate the centre-of-mass motion and find the internal Hamiltonian.

(b) To first order in the term that couples the two electron momenta, split the change of $I$ into a normal shift, which comes from the reduced mass, and a specific shift, which comes from the coupling (also called mass polarization).

(c) Show that the specific shift vanishes for an uncorrelated product of two equal spherical orbitals. Then estimate it with $\psi=e^{-\zeta(r_1+r_2)}(1+c\,r_{12})$.

(d) Obtain an accurate value and compare it with the normal shift.

(e) Compare it with the relativistic correction to $I$ of order $\alpha^2$.

Hartree atomic units are used: $\hbar=m_e=e=1$, and $M=7294.2995$ is the nuclear mass in electron masses. The main shifts are also given in cm$^{-1}$, with 1 hartree $=219474.631$ cm$^{-1}$.

## Hints

1. Measure the electron positions from the nucleus and apply the chain rule to the three gradients.
2. Rescale all lengths by the reduced mass $\mu=M/(M+1)$. Ask which terms survive in He$^+$.
3. For real $\psi$, integration by parts gives $\langle\mathbf p_1\cdot\mathbf p_2\rangle=\int\nabla_1\psi\cdot\nabla_2\psi$ when $\psi$ is normalized.
4. Use $s=r_1+r_2$, $t=r_1-r_2$, $u=r_{12}$. Every integral in (c) then becomes one over polynomials and $e^{-2\zeta s}$.
5. In (e), correct the atom and the ion separately, and watch the cancellation in the difference.

## Solution

### (a) The internal Hamiltonian

Let $\mathbf R_1,\mathbf R_2,\mathbf R_N$ be the laboratory positions. Define $\mathbf r_i=\mathbf R_i-\mathbf R_N$ and the centre of mass $\mathbf R=(\mathbf R_1+\mathbf R_2+M\mathbf R_N)/(M+2)$. The chain rule gives

$$\nabla_{R_i}=\nabla_i+\frac{\nabla_R}{M+2},\qquad
\nabla_{R_N}=-\nabla_1-\nabla_2+\frac{M\,\nabla_R}{M+2}.$$

Insert these in $T=-\tfrac12(\nabla_{R_1}^2+\nabla_{R_2}^2)-\tfrac1{2M}\nabla_{R_N}^2$. The electrons contribute the cross term $-(\nabla_1+\nabla_2)\cdot\nabla_R/(M+2)$ and the nucleus contributes its opposite, so the cross terms cancel. The $\nabla_R^2$ terms add up to $-\nabla_R^2/[2(M+2)]$, the free motion of the whole atom, which is dropped for an atom at rest. What remains is

$$T=-\frac12\Big(1+\frac1M\Big)(\nabla_1^2+\nabla_2^2)-\frac1M\nabla_1\cdot\nabla_2 .$$

With $\mathbf p_i=-i\nabla_i$ and $1/\mu=1+1/M$,

$$H=\frac{p_1^2+p_2^2}{2\mu}+\frac{\mathbf p_1\cdot\mathbf p_2}{M}-\frac Z{r_1}-\frac Z{r_2}+\frac1{r_{12}} .$$

The physical origin is simple. In an atom at rest the nucleus has momentum $-(\mathbf p_1+\mathbf p_2)$ and kinetic energy $(\mathbf p_1+\mathbf p_2)^2/2M$. The squares change the electron mass to $\mu$, and the cross term is the mass polarization.

### (b) Two mass shifts

Put $\mathbf r_i=\boldsymbol\rho_i/\mu$. Momenta then carry a factor $\mu$, so $p^2/2\mu$ and the Coulomb terms each acquire one factor $\mu$, while $\mathbf p_1\cdot\mathbf p_2$ acquires $\mu^2$:

$$H=\mu\Big[h_\infty+\frac\mu M\,\mathbf p_1\cdot\mathbf p_2\Big].$$

Here $h_\infty$ is the Hamiltonian for an infinitely heavy nucleus, and the momenta are now conjugate to $\boldsymbol\rho_i$. The ground state is nondegenerate, so first-order perturbation theory gives

$$E(\mathrm{He})=\mu E_\infty+\frac{\mu^2}{M}\langle\mathbf p_1\cdot\mathbf p_2\rangle ,$$

with the mean taken in the ground state of $h_\infty$. He$^+$ has one electron and no coupling term: $E(\mathrm{He}^+)=-\mu Z^2/2$. Subtraction gives

$$I(M)=\mu I_\infty-\frac{\mu^2}{M}\langle\mathbf p_1\cdot\mathbf p_2\rangle .$$

Since $\mu-1=-1/(M+1)$, the shifts relative to $I_\infty$ are

$$\Delta I_{\rm normal}=-\frac{I_\infty}{M+1},\qquad
\Delta I_{\rm specific}=-\frac{\mu^2}{M}\langle\mathbf p_1\cdot\mathbf p_2\rangle .$$

Both vanish as $M\to\infty$. The first-order treatment relies on $1/M$ being small and would not be justified for a "nucleus" as light as an electron.

### (c) The role of correlation

For $\psi=f(r_1)f(r_2)$ with real, normalized $f$, hint 3 gives

$$\langle\mathbf p_1\cdot\mathbf p_2\rangle=\Big(\int f\,\nabla f\,d^3r\Big)^2=\Big(\frac12\int\nabla(f^2)\,d^3r\Big)^2=0,$$

because $f$ vanishes at infinity. A specific shift in this state therefore needs a wavefunction beyond such a product.

**Coordinates.** For functions of $r_1,r_2,u$, integration over the orientation of the triangle leaves $8\pi^2r_1^2r_2^2\sin\theta\,dr_1dr_2d\theta$, where $\theta$ is the angle between $\mathbf r_1$ and $\mathbf r_2$. From $u^2=r_1^2+r_2^2-2r_1r_2\cos\theta$ follows $u\,du=r_1r_2\sin\theta\,d\theta$. The measure is thus $8\pi^2r_1r_2u\,dr_1dr_2du$. Since $r_1r_2=(s^2-t^2)/4$, it is proportional to $(s^2-t^2)\,u\,ds\,dt\,du$. Our integrands are even in $t$, so we use $0\le t\le u\le s$.

For any quantity $g$ define

$$[g]=\frac{30}{J}\int_0^\infty\!ds\,e^{-2\zeta s}\int_0^s\!du\int_0^u\!dt\;g\,(s^2-t^2)u,\qquad J=\frac{5!}{(2\zeta)^6}.$$

The common factor $30/J$ cancels in every mean value. From $\int_0^\infty s^ne^{-2\zeta s}ds=n!/(2\zeta)^{n+1}$, the last integration replaces

$$s^4\to\frac{2\zeta}5,\quad s^5\to1,\quad s^6\to\frac3\zeta,\quad s^7\to\frac{21}{2\zeta^2}.$$

**Norm.** Let $F=1+cu$ and $x=c/\zeta$. The $t$ integral of the weight is $s^2u^2-u^4/3$. Multiplying by $F^2=1+2cu+c^2u^2$ and integrating over $u$ gives

$$\frac4{15}s^5+\frac7{18}c\,s^6+\frac{16}{105}c^2s^7 .$$

Hence $[F^2]=N=8+35x+48x^2$, and $[1]=8$.

**Gradients.** Let $\mathbf n=(\mathbf r_1-\mathbf r_2)/u$. Then

$$\nabla_1\psi=e^{-\zeta s}(-\zeta F\hat{\mathbf r}_1+c\,\mathbf n),\qquad
\nabla_2\psi=e^{-\zeta s}(-\zeta F\hat{\mathbf r}_2-c\,\mathbf n).$$

Direct multiplication gives $\mathbf n\cdot(\hat{\mathbf r}_1-\hat{\mathbf r}_2)=s(1-\cos\theta)/u$. Therefore, apart from the factor $e^{-2\zeta s}$,

$$\nabla_1\psi\cdot\nabla_2\psi\to\zeta^2F^2\cos\theta+\lambda-c^2,$$
$$\tfrac12\big(|\nabla_1\psi|^2+|\nabla_2\psi|^2\big)\to\zeta^2F^2+c^2-\lambda,$$

where $\lambda=\zeta cF\,s(1-\cos\theta)/u$.

Two brackets are needed. From $u^2=t^2+2r_1r_2(1-\cos\theta)$ we have $(1-\cos\theta)(s^2-t^2)=2(u^2-t^2)$.

For $\lambda$, the factor $u$ in the measure cancels $1/u$. The $t$ integral of $2(u^2-t^2)$ is $4u^3/3$. The $u$ integral of $(1+cu)\,4u^3/3$ is $s^4/3+4cs^5/15$. With the remaining factor $\zeta cs$,

$$[\lambda]=30\,\zeta c\Big(\frac13+\frac{4c}{5\zeta}\Big)=\zeta^2(10x+24x^2).$$

For $F^2\cos\theta$, use $\cos\theta\,(s^2-t^2)=s^2+t^2-2u^2$. The $t$ integral, including the factor $u$, is $s^2u^2-5u^4/3$. The $u$ integral with $F^2$ is $0\cdot s^5-cs^6/18-4c^2s^7/105$, so

$$[F^2\cos\theta]=-5x-12x^2 .$$

Collecting terms,

$$[\nabla_1\cdot\nabla_2]=\zeta^2(-5x-12x^2+10x+24x^2-8x^2)=\zeta^2(5x+4x^2),$$

$$\langle\mathbf p_1\cdot\mathbf p_2\rangle=\zeta^2\,\frac{x(5+4x)}{8+35x+48x^2}.$$

The kinetic bracket is $\zeta^2K$ with $K=N+8x^2-10x-24x^2=8+25x+32x^2$.

**Energy.** The nuclear attraction is $-Z(r_1+r_2)/(r_1r_2)=-4Zs/(s^2-t^2)$. Its $t$ and $u$ integrals give $-4Z(s^4/3+cs^5/2+c^2s^6/5)$, hence $-Z\zeta(16+60x+72x^2)$. The repulsion $1/u$ gives $5s^4/12+8cs^5/15+7c^2s^6/36$, hence $\zeta(5+16x+17.5x^2)$. For $Z=2$ the potential bracket is $-\zeta W$, with

$$W=27+104x+126.5x^2,\qquad E=\frac{\zeta^2K-\zeta W}{N}.$$

Setting $\partial E/\partial\zeta=0$ at fixed $x$ gives $\zeta=W/(2K)$ and $E=-W^2/(4KN)$. At $x=0$ this is the product state with $\zeta=27/16$. Minimizing numerically over $x$ gives $x=0.19776$, $\zeta=1.84968$ and $E=-2.89112$ hartree. Then

$$\langle\mathbf p_1\cdot\mathbf p_2\rangle=\frac{(1.84968)^2(0.19776)(5.79104)}{16.799}=0.233 .$$

This corresponds to a shift of $I$ of $-7.02$ cm$^{-1}$. The sign can be read from the formula: $x>0$ means that $\psi$ grows with the electron separation, and then $\langle\mathbf p_1\cdot\mathbf p_2\rangle>0$. The electron momenta add more often than they cancel, the nucleus recoils more, and the atom is less tightly bound. The magnitude must still be checked with a more flexible function.

### (d) Accurate value

Expand $\psi$ in the functions $s^at^{2b}u^ce^{-2s}$ with $a+2b+c\le D$. The even powers of $t$ give the exchange symmetry required of the spatial part of a singlet. Let $\psi_1,\psi_2,\psi_u$ be the derivatives with respect to $r_1,r_2,u$. Then

$$\nabla_1\psi=\psi_1\hat{\mathbf r}_1+\psi_u\mathbf n,\qquad \nabla_2\psi=\psi_2\hat{\mathbf r}_2-\psi_u\mathbf n .$$

The overlap and Hamiltonian matrices are therefore three-dimensional integrals with the measure found above. The lowest eigenvector of the resulting generalized eigenvalue problem gives:

| $D$ | functions | $E_\infty$ (hartree) | $\langle\mathbf p_1\cdot\mathbf p_2\rangle$ |
|---|---|---|---|
| 1 | 3 | $-2.8877254$ | 0.22626 |
| 2 | 7 | $-2.9029657$ | 0.15919 |
| 4 | 22 | $-2.9037135$ | 0.15909 |
| 8 | 95 | $-2.9037241$ | 0.15907 |

The estimate in (c) was too large by almost half. Most of the change comes when the quadratic functions enter at $D=2$. An independent calculation, a full configuration interaction in the Gaussian cc-pVQZ basis, gives 0.1603, within 1% of the last entry.

The specific shift is

$$\Delta I_{\rm specific}=-\frac{(0.99986)^2(0.15907)}{7294.3}=-2.180\times10^{-5}\ \text{hartree}=-4.785\ \text{cm}^{-1}.$$

With $I_\infty=-2+2.903724=0.903724$ hartree, the normal shift is

$$\Delta I_{\rm normal}=-\frac{0.903724}{7295.3}=-1.2388\times10^{-4}\ \text{hartree}=-27.188\ \text{cm}^{-1}.$$

Both lower the ionization energy, and the specific shift is 0.176 of the normal one. Their sum is $-31.973$ cm$^{-1}$. Diagonalizing the complete finite-mass Hamiltonian in the same basis gives $-31.971$ cm$^{-1}$, so first order suffices here to about 0.002 cm$^{-1}$.

### (e) The relativistic correction

The starting point, not derived here, is the Breit–Pauli Hamiltonian at infinite nuclear mass. In a singlet S state its spin–orbit and tensor spin–spin terms have zero mean, because a state of total spin zero has no preferred spin direction. In units of $\alpha^2$ hartree the remaining terms are

$$\begin{aligned}E_{\rm rel}={}&-\tfrac18\langle p_1^4+p_2^4\rangle+\tfrac{\pi Z}2\langle\delta(\mathbf r_1)+\delta(\mathbf r_2)\rangle+\pi\langle\delta(\mathbf r_{12})\rangle\\
&-\tfrac12\Big\langle p_1^i\,\frac{\delta_{ij}+n_in_j}{r_{12}}\,p_2^j\Big\rangle ,\end{aligned}$$

with summation over $i,j$. They are the variation of mass with velocity, the nuclear contact (Darwin) term, the electron–electron contact term and the magnetic orbit–orbit interaction. The third coefficient combines a Darwin part $-\pi$ with a spin part $-\tfrac{8\pi}3\mathbf s_1\cdot\mathbf s_2$. In a singlet $\mathbf s_1\cdot\mathbf s_2=\tfrac12(0-\tfrac34-\tfrac34)=-\tfrac34$, so the total is $-\pi+2\pi=\pi$.

The 95-function state gives, in the same order,

$$-13.520+11.374+0.334-0.139\approx-1.950 ,$$

where the sum is taken before rounding. The first two terms converge slowly with the basis, and their last digits are not yet settled. Bases up to $D=16$ (525 functions), with the singular operators rewritten through the Schrödinger equation, give $-13.522+11.375+0.334-0.139\approx-1.952$.

For He$^+$ in its 1s state, $p^2\psi=2(E+Z/r)\psi$ with $E=-Z^2/2$, $\langle1/r\rangle=Z$ and $\langle1/r^2\rangle=2Z^2$. Hence

$$\langle p^4\rangle=4\Big(\frac{Z^4}4-Z^4+2Z^4\Big)=5Z^4 .$$

With $\langle\delta(\mathbf r)\rangle=Z^3/\pi$ the correction is $-\tfrac58Z^4+\tfrac12Z^4=-\tfrac18Z^4=-2$.

With $\alpha=0.007297353$, the two corrections are $-22.79$ cm$^{-1}$ for He and $-23.37$ cm$^{-1}$ for He$^+$. The change of the ionization energy is

$$\Delta I_{\rm rel}=-23.37-(-22.79)=-0.58\ \text{cm}^{-1}.$$

Only about one part in forty of either correction survives, so small errors in the wavefunction are magnified. Replacing $(p_1^2+p_2^2)\psi$ by $2(E-V)\psi$, where $V$ is the total Coulomb potential, when evaluating $\langle p_1^4+p_2^4\rangle$ would change nothing for an exact eigenfunction. Here it gives $-0.55$ cm$^{-1}$. With the larger bases the correction for He moves to $-22.81$ cm$^{-1}$ and $\Delta I_{\rm rel}$ to $-0.56$ cm$^{-1}$, a shift of 0.02 cm$^{-1}$. From the 95-function state alone the result is best stated as about $-0.6$ cm$^{-1}$.

The specific mass shift is thus eight to nine times the relativistic shift of $I$, although it is only about a fifth of the relativistic correction to the total energy of either species. The three shifts together are not a complete prediction of a measured ionization energy: quantum-electrodynamic effects, relativistic recoil and nuclear size are missing. In particular, the smallness of $\Delta I_{\rm rel}$ comes from a cancellation, so it does not show that terms of higher order in $\alpha$ are smaller still.

The numerical check checks the mass separation, the closed formulas in (c) and the numerical values obtained with bases up to $D=8$.

## Variation 1: another isotope

*How does the ratio of specific to normal shift depend on the nuclear mass?*

Divide the two expressions from (b) and use $(M+1)/M=1/\mu$:

$$\frac{\Delta I_{\rm specific}}{\Delta I_{\rm normal}}=\frac{\mu^2(M+1)}{M}\,\frac{\langle\mathbf p_1\cdot\mathbf p_2\rangle}{I_\infty}=\mu\,\frac{\langle\mathbf p_1\cdot\mathbf p_2\rangle}{I_\infty}.$$

For helium-4 this is $0.99986\times0.15907/0.903724=0.176$, as before. For any heavy nucleus $\mu$ is close to 1, so the ratio is nearly the same for all isotopes of helium, while each shift separately falls nearly as $1/M$.

## Variation 2: an excited 1s2p state

*What sign does the specific shift have when one electron is in a p orbital?*

Take orthonormal orbitals $a$ (1s) and $b$ (2p) and the spatial function $\psi=[a(1)b(2)\pm b(1)a(2)]/\sqrt2$, with the upper sign for the singlet and the lower for the triplet. Then

$$\langle\mathbf p_1\cdot\mathbf p_2\rangle=\langle a|\mathbf p|a\rangle\cdot\langle b|\mathbf p|b\rangle\pm\langle a|\mathbf p|b\rangle\cdot\langle b|\mathbf p|a\rangle=\pm\big|\langle a|\mathbf p|b\rangle\big|^2 .$$

The direct term vanishes because $\mathbf p$ is odd under inversion and each orbital has definite parity. The exchange term connects s with p and survives. In this model the specific shift lowers the ionization energy of the singlet level and raises that of the triplet. Unlike in the ground state, exchange symmetry alone produces the effect. If $b$ is an s orbital, the exchange term vanishes by parity too, and a shift again requires correlation beyond this two-orbital function.

## Calculated quantities

```
Nuclear mass M = 7294.2995 electron masses
Reduced mass mu = 0.99986293 electron masses
Fine-structure constant alpha = 0.007297353
1 hartree = 219474.631 cm^-1
Two-parameter function:
  x = c/zeta = 0.19776
  zeta = 1.84968 bohr^-1
  c = 0.36580 bohr^-1
  energy = -2.89112 hartree
  <p1.p2> = 0.23325 a.u.
  specific shift of I = -7.02 cm^-1
Large basis: degree, functions, energy (hartree), <p1.p2> (a.u.)
  1   3 -2.8877254 0.22626
  2   7 -2.9029657 0.15919
  4  22 -2.9037135 0.15909
  6  50 -2.9037230 0.15907
  7  70 -2.9037238 0.15907
  8  95 -2.9037241 0.15907
Virial ratio -<V>/(2<T>) = 1.000000
Gaussian cc-pVQZ full CI energy = -2.90241 hartree
Gaussian cc-pVQZ full CI <p1.p2> = 0.1603 a.u.
I at infinite nuclear mass = 0.903724 hartree
I at infinite nuclear mass = 198344.5 cm^-1
Normal mass shift of I = -1.2388e-04 hartree
Normal mass shift of I = -27.188 cm^-1
Specific mass shift of I = -2.1801e-05 hartree
Specific mass shift of I = -4.785 cm^-1
Sum of the two mass shifts = -31.973 cm^-1
Mass shift, full diagonalization = -31.971 cm^-1
Relativistic energy of He, units of alpha^2 hartree:
  p^4 term = -13.520
  nuclear contact term = 11.374
  electron contact term = 0.334
  orbit-orbit term = -0.139
  sum for He = -1.950
  He+ = -2.000
Relativistic energy of He = -22.79 cm^-1
Relativistic energy of He+ = -23.37 cm^-1
Relativistic shift of I = -0.58 cm^-1
Same, p^4 from Schroedinger equation = -0.55 cm^-1
Ratio specific/normal = 0.176
Ratio specific/relativistic = 8.2
```
